# Ripple Drift and Curvature Terms under Two Opposite Ion Beams

## Problem

A flat amorphous target fills the space below \(z=h(x,y,t)\). An ion beam travels towards \(+x\) and downwards, at polar angle \(\theta\) from the mean surface normal. Its flux \(J\) is counted per unit area perpendicular to the beam. For small, smooth disturbances the surface obeys

\[
\frac{\partial h}{\partial t}=-v_0+\sum_{m+n\ge1}c_{mn}\,\partial_x^m\partial_y^n h .
\]

The beam is replaced by two beams of flux \(J/2\) each, with the same ion, energy and polar angle, arriving from azimuths \(180^\circ\) apart.

(a) Show that all terms with \(m+n\) odd vanish, while \(v_0\) and all terms with \(m+n\) even are unchanged. State the conditions. What happens for flux fractions \(f\) and \(1-f\)?

(b) Find the \(c_{mn}\) through third order for erosion by a Gaussian energy deposition with mean depth \(a\) along the ion path and widths \(\alpha\) along and \(\beta\) across it.

(c) Add recoil redistribution and viscous smoothing, and identify the parity of these terms.

(d) Evaluate one and two beams for parameters typical of 1 keV argon on silicon at \(65^\circ\).

(e) Estimate the drift left by imperfect opposition, and the size of the neglected effects.

## Solution

### (a) The half-turn argument

Three conditions are assumed. First, the target must look the same, on average, after a translation and after a half-turn about the surface normal. Second, the beams must act additively: if \(L_1\) and \(L_2\) are the linear operators for either beam alone at the full flux \(J\), the operator for fractions \(f\) and \(1-f\) is \(fL_1+(1-f)L_2\). This requires that collision cascades do not interact and that the irradiated layer has properties fixed by the total flux. Third, the mean surface must be perpendicular to the half-turn axis, with slopes small enough that no part is shadowed.

The half-turn sends \(\mathbf r=(x,y)\) to \(-\mathbf r\) and beam 1 to beam 2. Therefore, if \(h(\mathbf r,t)\) is a solution under beam 1, \(h(-\mathbf r,t)\) is a solution under beam 2. Each derivative of \(h(-\mathbf r)\) brings one factor \(-1\):

\[
\partial_x^m\partial_y^n[h(-\mathbf r)]
=(-1)^{m+n}(\partial_x^m\partial_y^n h)(-\mathbf r).
\]

Hence \(c_{mn}^{(2)}=(-1)^{m+n}c_{mn}^{(1)}\), while the constant \(v_0\) is the same for both. The weighted sum is

\[
c_{mn}=\left[f+(1-f)(-1)^{m+n}\right]c_{mn}^{(1)} .
\]

For even \(m+n\) the bracket is 1. For odd \(m+n\) it is \(2f-1\), which vanishes at \(f=1/2\). This proves the claim for every order of derivative. Additivity is used only for the unchanged \(v_0\) and even terms and for the factor \(2f-1\). At \(f=1/2\) the two-beam system is itself invariant under the half-turn, so the odd terms vanish even if the beams do not act additively.

To see what this does to a ripple, insert \(h=\mathrm{Re}\,[A e^{i\mathbf k\cdot\mathbf r+\sigma t}]\), leaving out the uniform recession. The rate is

\[
\sigma_1(\mathbf k)=\sum c_{mn}^{(1)}(ik_x)^m(ik_y)^n .
\]

The coefficients are real, so even orders give the real part and odd orders the imaginary part. Consequently

\[
\sigma=\mathrm{Re}\,\sigma_1+i(2f-1)\,\mathrm{Im}\,\sigma_1 .
\]

A crest stays where \(\mathbf k\cdot\mathbf r+t\,\mathrm{Im}\,\sigma\) is constant, so its phase velocity along \(\mathbf k\) is \(-\mathrm{Im}\,\sigma/k\). With equal beams the ripple stands still but grows at the single-beam rate. Opposite beams cancel the motion, not the instability.

The first-derivative term alone moves every pattern rigidly and could be removed by a moving frame. Third derivatives make the velocity depend on \(\mathbf k\), so no single frame removes them. The two-beam arrangement removes both.

If each beam instead kept the full flux \(J\), the total would be \(2J\). Terms proportional to flux would then double, so the comparison would no longer be at fixed total flux.

### (b) Gaussian energy deposition

Write \(s=\sin\theta\), \(c=\cos\theta\) and \(\mathbf e=(s,0,-c)\) for the beam direction. An unnormalised surface normal is \(\mathbf N=(-h_x,-h_y,1)\), so the number of ions per unit time and horizontal area is

\[
J(-\mathbf e\cdot\mathbf N)=J(c+s h_x).
\]

A slope rising towards \(+x\) faces the beam and collects more ions. An ion deposits, at displacement \(\boldsymbol\xi\) from its entry point, an energy proportional to

\[
E(\boldsymbol\xi)=\frac{1}{(2\pi)^{3/2}\alpha\beta^2}
\exp\!\left[-\frac{(\boldsymbol\xi\cdot\mathbf e-a)^2}{2\alpha^2}
-\frac{\xi^2-(\boldsymbol\xi\cdot\mathbf e)^2}{2\beta^2}\right].
\]

The surface recedes along its normal at a speed proportional, with constant \(\Lambda\), to the energy received there:

\[
\frac{\partial h}{\partial t}=-\Lambda J\sqrt{1+|\nabla h|^2}
\int d^2r'\,[c+s h_x(\mathbf r')]\,
E\big(\mathbf r-\mathbf r',h(\mathbf r)-h(\mathbf r')\big).
\]

The square root has no first-order term. Let \(E_0\) and \(E_z\) be \(E\) and \(\partial E/\partial z\) at \(z=0\), and let hats denote \(\int d^2\rho\,e^{-i\mathbf k\cdot\boldsymbol\rho}(\cdots)\). For \(h\propto e^{i\mathbf k\cdot\mathbf r}\) the linear part is

\[
\sigma_{\rm er}=-\Lambda J\left\{ik_xs\hat E_0(\mathbf k)
+c\,[\hat E_z(0)-\hat E_z(\mathbf k)]\right\}.
\]

On \(z=0\) the exponent of \(E_0\) is \(-(xs-a)^2/2\alpha^2-x^2c^2/2\beta^2-y^2/2\beta^2\). Completing the square in \(x\) gives a Gaussian of mean \(\mu\) and variance \(w^2\), with

\[
D=\alpha^2c^2+\beta^2s^2,\qquad
w^2=\frac{\alpha^2\beta^2}{D},\qquad
\mu=\frac{w^2sa}{\alpha^2}=\frac{as\beta^2}{D}.
\]

The constant left in the exponent is

\[
-\frac{a^2}{2\alpha^2}+\frac{\mu^2}{2w^2}
=-\frac{a^2}{2\alpha^2}\left(1-\frac{s^2\beta^2}{D}\right)
=-\frac{a^2c^2}{2D}.
\]

Integration over \(x\) and \(y\) therefore gives \(\hat E_0=I_0G\), where

\[
I_0=\frac{e^{-a^2c^2/2D}}{\sqrt{2\pi D}},\qquad
G=e^{-ik_x\mu-k_x^2w^2/2-k_y^2\beta^2/2}.
\]

For \(E_z\), use \(\boldsymbol\xi\cdot\mathbf e=xs-zc\) and the in-plane transverse coordinate \(xc+zs\). Differentiating the exponent at \(z=0\) gives

\[
E_z=(g_0+g_1x)E_0,\quad
g_0=-\frac{ac}{\alpha^2},\quad
g_1=sc\left(\frac1{\alpha^2}-\frac1{\beta^2}\right).
\]

The transform of \(xE_0\) is \(i\,\partial\hat E_0/\partial k_x=(\mu-ik_xw^2)I_0G\). Two combinations are needed:

\[
g_1w^2=\frac{sc(\beta^2-\alpha^2)}{D},
\]
\[
g_0+g_1\mu=-\frac{ac}{\alpha^2}\,
\frac{D-s^2(\beta^2-\alpha^2)}{D}=-\frac{ac}{D},
\]

because \(D-s^2\beta^2+s^2\alpha^2=\alpha^2\). With \(P=\Lambda JI_0\),

\[
\sigma_{\rm er}=-P\left\{ik_xsG-\frac{ac^2}{D}(1-G)
+ik_x\frac{sc^2(\beta^2-\alpha^2)}{D}G\right\}.
\]

The two terms in \(ik_xsG\) combine through \(D+c^2(\beta^2-\alpha^2)=\beta^2\), leaving

\[
\sigma_{\rm er}=\frac PD\left[ac^2(1-G)-ik_xs\beta^2G\right].
\]

The flat surface recedes at \(v_0=Pc\). In terms of the sputter yield \(Y\) at this angle and the atomic volume \(\Omega\), \(v_0=JcY\Omega\), so \(P=J\Omega Y\).

Now expand \(G\) through third order:

\[
\begin{aligned}
G={}&1-ik_x\mu-\tfrac12k_x^2(\mu^2+w^2)-\tfrac12k_y^2\beta^2\\
&+\tfrac i6k_x^3(\mu^3+3\mu w^2)+\tfrac i2k_xk_y^2\mu\beta^2+\cdots
\end{aligned}
\]

Compare with \(\sigma=ik_xc_{10}-k_x^2c_{20}-k_y^2c_{02}-ik_x^3c_{30}-ik_xk_y^2c_{12}+\cdots\). The erosion coefficients are

\[
\begin{aligned}
c_{10}&=\frac PD(ac^2\mu-s\beta^2)
=\frac{Ps\beta^2}{D}\left(\frac{a^2c^2}{D}-1\right),\\
c_{20}^{\rm er}&=\frac PD\left[s\beta^2\mu-\tfrac12ac^2(\mu^2+w^2)\right],\\
c_{02}^{\rm er}&=-\frac{Pac^2\beta^2}{2D},\\
c_{30}&=\frac PD\left[\tfrac16ac^2(\mu^3+3\mu w^2)
-\tfrac12s\beta^2(\mu^2+w^2)\right],\\
c_{12}&=\frac{P\beta^2}{2D}(ac^2\mu-s\beta^2).
\end{aligned}
\]

The opposite beam has \(s\to-s\), hence \(\mu\to-\mu\). The first, fourth and fifth coefficients change sign and the other two do not, as part (a) requires.

At normal incidence \(s=\mu=0\), \(D=\alpha^2\) and \(w^2=\beta^2\). All three odd coefficients vanish for one beam already, and \(c_{20}^{\rm er}=c_{02}^{\rm er}=-Pa\beta^2/2\alpha^2\). The negative sign means growth, since \(-c_{20}k_x^2\) is then positive: a trough lies closer to the energy deposited by neighbouring ions than a crest does.

### (c) Redistribution and viscous flow

Recoils that remain in the target are pushed forward. Let \(\delta\) be the shift along \(\mathbf e\), summed over all recoils of one ion. Only its component tangent to the surface, which is \(\delta\) times the tangential part of \(\mathbf e\), carries material along the surface. To first order the tangential part of \(\mathbf e\) has horizontal components \((s-ch_x,-ch_y)\). Multiplying by \(\delta\), the atomic volume and the ion arrival rate gives the volume current

\[
\mathbf q=J\Omega\delta\left(cs+(s^2-c^2)h_x,\;-c^2h_y\right).
\]

Since \(\partial h/\partial t=-\nabla\cdot\mathbf q\), redistribution adds

\[
\Delta c_{20}=J\Omega\delta\cos2\theta,\qquad
\Delta c_{02}=J\Omega\delta\cos^2\theta .
\]

These terms are even. Along \(x\) they smooth the surface below \(45^\circ\) and roughen it above.

The irradiated layer is treated as a viscous film of thickness \(d\), viscosity \(\eta\) and surface tension \(\gamma\) on a rigid base. Curvature produces the pressure \(p=-\gamma\nabla^2h\). For wavelengths much longer than \(d\), the horizontal velocity satisfies \(\eta\,\partial_z^2\mathbf u=\nabla p\), with \(\mathbf u=0\) at the base and no shear stress at the top. Thus \(\mathbf u=(\nabla p/\eta)(z^2/2-dz)\), whose integral over the film is \(-d^3\nabla p/3\eta\). Conservation of volume gives

\[
\frac{\partial h}{\partial t}=-B\nabla^4h,\qquad
B=\frac{\gamma d^3}{3\eta}.
\]

This contributes \(-Bk^4\) to \(\sigma\), again an even term. It is the same for both arrangements because \(\eta\) is held fixed by the total flux.

### (d) Argon on silicon

The following are rough, rounded inputs for the 1 keV regime:

- \(J=3.0\ \mathrm{nm^{-2}s^{-1}}\), or \(48\ \mathrm{\mu A/cm^2}\) for singly charged ions
- \(\Omega=0.020\ \mathrm{nm^3}\), \(Y=2.0\), \(\delta=10\ \mathrm{nm}\)
- \(a=2.5\), \(\alpha=1.5\), \(\beta=1.2\ \mathrm{nm}\)
- \(\gamma=1.3\ \mathrm{N/m}\), \(\eta=6.0\times10^8\ \mathrm{Pa\,s}\), \(d=2.0\ \mathrm{nm}\)

They give \(P=3.0\times0.020\times2.0=0.12\ \mathrm{nm/s}\), \(D=1.585\ \mathrm{nm^2}\), \(\mu=2.06\ \mathrm{nm}\), \(w^2=2.04\ \mathrm{nm^2}\) and \(B=5.78\ \mathrm{nm^4/s}\). The mean surface recedes at \(0.0507\ \mathrm{nm/s}\) with either arrangement.

For the curvature along \(x\), erosion contributes \(+0.097\) and redistribution \(-0.386\ \mathrm{nm^2/s}\). For the curvature along \(y\), the contributions are \(-0.024\) and \(+0.107\ \mathrm{nm^2/s}\). In this model, redistribution therefore sets both signs. The totals are:

| | one beam | two beams | unit |
|---|---:|---:|---|
| \(c_{10}\) | −0.0292 | 0 | nm/s |
| \(c_{20}\) | −0.288 | −0.288 | nm²/s |
| \(c_{02}\) | 0.083 | 0.083 | nm²/s |
| \(c_{30}\) | −0.190 | 0 | nm³/s |
| \(c_{12}\) | −0.021 | 0 | nm³/s |

The surface is unstable along \(x\) and stable along \(y\). In the long-wave approximation the growth rate along \(x\) is \(|c_{20}|k^2-Bk^4\). Setting its derivative to zero gives \(k^2=|c_{20}|/2B\), so

\[
\lambda\simeq2\pi\sqrt{\frac{2B}{|c_{20}|}}=39.8\ \mathrm{nm}.
\]

Numerical maximisation with the full \(G\) gives \(k=0.161\ \mathrm{nm^{-1}}\), \(\lambda=39.0\ \mathrm{nm}\) and a growth rate of \(0.00375\ \mathrm{s^{-1}}\). In \(300\ \mathrm s\) a small ripple grows by \(e^{0.00375\times300}\simeq3.1\) under one beam or two.

The single-beam phase velocity at this \(k\) is \(0.0244\ \mathrm{nm/s}\). It is lower than \(-c_{10}=0.0292\ \mathrm{nm/s}\) mainly because the third-order term adds \(c_{30}k^2\simeq-0.0049\ \mathrm{nm/s}\). Over \(300\ \mathrm s\) the crest moves \(7.3\ \mathrm{nm}\) towards \(+x\) with one beam and does not move with two.

The single-beam velocity is only a model value, in direction as well as size. With the other inputs fixed, \(c_{10}\) changes sign at \(a=2.98\ \mathrm{nm}\), not far above the assumed \(2.5\ \mathrm{nm}\). Because \(c_{10}=dv_0/d\theta\), it depends on how the yield changes with angle. With these widths the Gaussian model lets the yield rise all the way to grazing incidence, whereas measured yields pass through a maximum earlier and then fall. If \(65^\circ\) were at that maximum, \(c_{10}\) would be \(-Ps=-0.109\ \mathrm{nm/s}\), nearly four times larger in size. The cancellation with two beams does not depend on this.

### (e) Imperfect opposition and neglected effects

**Wrong azimuth.** If the beams are \(90^\circ\) apart, the second beam has the roles of \(x\) and \(y\) exchanged. The average has \(c_{10}/2=-0.0146\ \mathrm{nm/s}\) along each axis, so drift remains. The \(x\) curvature coefficient becomes \((c_{20}+c_{02})/2=-0.103\ \mathrm{nm^2/s}\). Equal fluxes alone are therefore not sufficient; the half-turn is essential.

For a small azimuth error \(\epsilon\), the two drift vectors of length \(|c_{10}|/2\) leave a resultant \(|c_{10}|\sin(\epsilon/2)\). At \(2^\circ\) this is \(0.0005\ \mathrm{nm/s}\), mostly sideways.

**Unequal flux.** A 52:48 split leaves \(0.04\,c_{10}=-0.0012\ \mathrm{nm/s}\), or 4% of the single-beam value.

**Tilted target.** Let \(F(p)\) be \(\partial h/\partial t\) for beam 1 on a plane \(h=px\). Beam 2 gives \(F(-p)\), so a small disturbance of the tilted plane has the drift coefficient \([F'(p)-F'(-p)]/2\). This vanishes at \(p=0\) but not in general otherwise. Numerical integration of the erosion law, followed by a finite difference in \(p\), gives \(0.0051\ \mathrm{nm/s}\) at \(1^\circ\) in the original, untilted coordinates. The tilted plane also recedes along its own normal, which carries its points the opposite way at about \(v_0\tan1^\circ=0.0009\ \mathrm{nm/s}\). Relative to the target, a long-wave pattern therefore drifts at \(0.0060\ \mathrm{nm/s}\). That is 20% of \(|c_{10}|\), the largest residue among the three small errors considered here. The percentage is specific to this model, in which \(c_{10}\) is small through near-cancellation. For a yield curve \(Y\propto\cos^{-f}\theta\,\exp(-f\cos65^\circ/\cos\theta)\), which peaks at \(65^\circ\), values of \(f\) from 1 to 2.5 with \(Y(65^\circ)=2.0\) give a long-wave drift of \(0.005\) to \(0.011\ \mathrm{nm/s}\), or about 5 to 10% of the then larger \(|c_{10}|\). For the ripple at \(k=0.161\ \mathrm{nm^{-1}}\), higher odd orders lower the drift to \(0.0054\ \mathrm{nm/s}\).

**Finite amplitude.** Shadowing begins when the steepest slope \(Ak\) reaches \(\cot\theta\), or \(A=2.9\ \mathrm{nm}\). At \(A=1\ \mathrm{nm}\), projecting the nonlinear erosion and redistribution rates onto the original cosine gives a drive 4.8% below its linear value. The net growth rate is this drive (\(0.00765\ \mathrm{s^{-1}}\)) minus the viscous smoothing (\(0.00390\ \mathrm{s^{-1}}\)), so it falls by about 10%. In a time integration started at \(0.5\ \mathrm{nm}\), with the viscous term kept linear and harmonics allowed to develop, it is about 15% below the linear value when the amplitude reaches \(1\ \mathrm{nm}\). Curvature coefficients thus describe early growth, not the final ripple height.

**Additivity.** Taking a cascade lifetime of roughly \(10^{-11}\ \mathrm s\) and an area \(9\pi w\beta\), the expected number of other ions arriving in that area and time is \(Jc(9\pi w\beta)(10^{-11}\ \mathrm s)\simeq6\times10^{-10}\). Direct overlap is negligible. This estimate does not exclude a slower memory through stress, implanted argon or composition. Such a coupling between equal opposite beams could change \(v_0\) and the even coefficients, but it respects the half-turn and does not restore odd terms in the linear equation.

**Film depth.** Solving the Stokes equations for the same film without the long-wave approximation gives 0.84 times the thin-film smoothing rate at \(k=0.161\ \mathrm{nm^{-1}}\). The growth maximum between \(0.03\) and \(0.5\ \mathrm{nm^{-1}}\) then moves to \(\lambda=32.5\ \mathrm{nm}\). The wavelength is 17% shorter, and the growth rate at the maximum rises from \(0.00375\) to \(0.0047\ \mathrm{s^{-1}}\), so the gain in \(300\ \mathrm s\) becomes 4.1 instead of 3.1. The flow remains even and cannot restore drift. The search interval matters: at large \(k\) this smoothing rises only as \(k\), while the redistribution term roughens as \(k^2\), so the model predicts spurious growth at wavelengths below about 2.3 nm. Those lengths are comparable with the cascade itself, where a local redistribution law no longer applies.

**Thermal diffusion.** Its smoothing coefficient is estimated as \(D_s\gamma\Omega^{4/3}/k_BT\), with \(D_s=10^{11}\,e^{-1.0\,\mathrm{eV}/k_BT}\ \mathrm{nm^2/s}\). At \(300\ \mathrm K\) these rough inputs give about \(5\times10^{-7}\) of \(B\). The ratio rises steeply with temperature: with \(B\) held fixed, the same inputs give about 0.1 at \(450\ \mathrm K\) and 1 near \(490\ \mathrm K\). Even a moderately heated target therefore needs a new estimate.

The calculated wavelength is not a prediction for a particular apparatus: \(\delta\), \(\eta\) and \(d\) are poorly known, and \(\lambda\) varies roughly as \(\sqrt{B/|c_{20}|}\), that is as \(d^{3/2}\). The assumed \(d=2.0\ \mathrm{nm}\) is thin compared with the cascade used here, which reaches \(a\cos\theta+2\sqrt D\simeq3.6\ \mathrm{nm}\). At the same \(\eta\), the thin-film wavelength is \(73\ \mathrm{nm}\) for \(d=3.0\ \mathrm{nm}\) and about \(95\ \mathrm{nm}\) for \(d\simeq3.6\ \mathrm{nm}\), and the gain in \(300\ \mathrm s\) falls to 1.4 and 1.2. Near room temperature the bombarded silicon surface becomes amorphous, which supports the assumed symmetry. A surface that stays crystalline needs separate attention; a (111) face, for example, has no half-turn symmetry about its normal, and the cancellation is then not guaranteed.

For a process meant to hold small ripples in place on an amorphous surface, sufficient conditions in the linear theory are therefore the same ion, equal ion energies and polar angles, balanced flux, opposite azimuths and a well-levelled target. Meeting them does not suppress the ripples, because the curvature terms that make them grow are untouched.
